# Heat capacity of tunnelling two-level systems in glass and its logarithmic growth, part 2

A glass contains independent two-level systems with asymmetry $\Delta\ge0$, tunnel splitting $\Delta_0=\hbar\Omega e^{-\lambda}$ and energy $E=\sqrt{\Delta^2+\Delta_0^2}$. Their number per volume is $P\,d\Delta\,d\lambda$ with constant $P$, or $P\,dE\,dz$ with $\Delta_0=E\,\mathrm{sech}\,z$. We seek $C(T,t)$, the heat absorbed by time $t$, per volume and per kelvin of a small temperature step that is held. Formulas use SI units, and $k$ is Boltzmann's constant. The silica parameters are listed in the chip example below.

With $x=E/(2kT)$, one system in equilibrium has heat capacity $kx^2\,\mathrm{sech}^2x$. The mean $\langle\cdot\rangle$ has the normalized weight $(12/\pi^2)\,x^2\,\mathrm{sech}^2x$.

Systems relax by one-phonon processes, with the golden-rule result

$$\tau=\tau_m\cosh^2z,\qquad \frac{1}{\tau_m}=A\,E^3\coth\frac{E}{2kT},$$

$$A=\frac{1}{2\pi\rho\hbar^4}\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right).$$

Here $\rho$ is the mass density. Branch $\alpha$ (one longitudinal $l$, two transverse $t$) has sound speed $v_\alpha$ and mean-square coupling $\gamma_\alpha^2$; a strain $e$ changes $\Delta$ by $2\gamma e$. A mode of angular frequency $\omega$ and wave number $q$ in volume $V$ has displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$ and Bose occupation $n$. A sum over discrete box modes tested the rate.

The density of systems that have responded at energy $E$ is $N(E,t)=\frac P2F(a)$, with

$$F(a)=\int_0^1\frac{1-e^{-aw}}{w\sqrt{1-w}}\,dw .$$

Summing over energies gives

$$C=\frac{\pi^2}{12}Pk^2T\,\langle F(a)\rangle,\qquad a=Rt\,x^3\coth x,\qquad R=A(2kT)^3 .$$

For $Rt\gg1$ this becomes

$$C(T,t)=\frac{\pi^2}{12}\,Pk^2T\,\ln\frac{t}{\tau_*},\qquad \frac{1}{\tau_*}=4e^{g+K}A(2kT)^3 ,$$

with Euler's constant $g=0.5772$ and $K=1.258$. This law lies slightly above the full integral, by a correction of order $1/(Rt)$ in $\langle F\rangle$. Its slope is

$$\frac{\partial C}{\partial\ln t}=\frac{\pi^2}{12}Pk^2T\equiv B(T).$$

A sharp cut, with systems of $\tau<t$ fully relaxed and all others frozen, replaces $F$ by $2\,\mathrm{arcosh}\sqrt a$ and misses the constant $g$.

### Why the temperature dependence is only nearly linear

Keep $t$ fixed and let $L=\ln(t/\tau_*)$. Since $1/\tau_*\propto T^3$, $dL/d\ln T=3$. From $\ln C=\text{const}+\ln T+\ln L$,

$$\frac{\partial\ln C}{\partial\ln T}=1+\frac3L .$$

The first term is the width of the thermal band. The second arises mainly because the thermal band moves to larger $E$ as $T$ rises, and systems of larger $E$ relax faster, so more of them respond within the same time. A given system also relaxes faster when warmed, through the factor $\coth x$, but this supplies only about 0.35 of the 3. The approach to a linear law is slow: an exponent of 1.1 needs $L=30$.

This explanation was tested on the full integral over $\Delta$ and $\lambda$, with the silica parameters at 0.1 K and $t=1$ s. Changing $T$ by 1% either way gave a local exponent of 1.1865, as the formula does. When the coefficient $A$ was made to vary as $T^{-3}$, so that the thermal rate scale stayed fixed, the exponent was 1.0000. Within this model the excess over one thus comes from the temperature dependence of the thermal rate scale $R$.

### What stops the growth

The uniform distribution cannot extend to infinite $\lambda$. Let the smallest splitting be $D\ll kT$. At energy $E>D$ the coordinate $z$ ends where $\mathrm{sech}\,z=D/E$. After all systems have relaxed, their density is

$$N(E,\infty)=P\,\mathrm{arcosh}\frac ED\approx P\ln\frac{2E}{D}=P\left[\ln\frac{4kT}{D}+\ln x\right].$$

Summing over energies as before gives

$$C(T,\infty)=\frac{\pi^2}{6}Pk^2T\left[\ln\frac{4kT}{D}+\langle\ln x\rangle\right],\qquad \langle\ln x\rangle=0.353 .$$

The prefactor is twice $B$, since the logarithm now counts $\lambda$ itself and not half a logarithm of time. Equating this limit to $B\ln(t/\tau_*)$ gives the time scale on which the growth ends, as the crossing of two asymptotes:

$$t_s=\tau_*\left(\frac{4kT}{D}\right)^2e^{2\langle\ln x\rangle}.$$

For $D=10^{-3}\times2kT$ at 0.1 K and the silica parameters, $4kT/D=2000$. The direct integral at very long times gives 0.1995 µJ/(cm³ K), and so does the formula. A further hundredfold increase in time leaves the value unchanged. With $\tau_*=0.1036$ µs from the example below, $t_s$ is about 0.8 s. The crossover is broad: the slope in $\ln t$ is 93% of $B$ at 0.1 s, 56% at $t_s$ and 5% at 5 s, and at $t_s$ the heat capacity is still 3% below its limit. A measurement that still shows logarithmic growth at time $t$ therefore puts an upper limit on $D$, if this distribution holds.

### A fused-silica chip at 0.1 K

Consider a fused-silica substrate of 5 mm × 5 mm × 0.5 mm in a cryogenic device. Rough typical parameters are:

- mass density 2200 kg/m³;
- sound speeds $v_l=5800$ m/s and $v_t=3800$ m/s;
- couplings $\gamma_l=1.00$ eV and $\gamma_t=0.65$ eV;
- density of systems $P=8\times10^{44}$ 1/(J m³).

With the couplings converted to joules, the rate coefficient is $A=1.83\times10^{76}$ 1/(J³ s). The thermal energy $2kT$ is 17.2 µeV, so

$$R=A(2kT)^3=3.85\times10^5\ \mathrm{s^{-1}} .$$

The constants in the logarithm give

$$\frac{1}{\tau_*}=4e^{0.577+1.258}\,(3.85\times10^5\ \mathrm{s^{-1}}),\qquad \tau_*=0.104\ \text{µs}.$$

The slope is

$$B=\frac{\pi^2}{12}(8\times10^{44})\,k^2\,(0.1)\ \mathrm{J/(m^3K)}=0.01254\ \text{µJ/(cm³ K)},$$

where $P$ and $T$ were entered in SI units, and 1 J/m³ equals 1 µJ/cm³. Each decade of time adds $B\ln10=0.0289$ µJ/(cm³ K).

At 1 s, $L=16.08$ and

$$C=0.01254\times16.08=0.202\ \text{µJ/(cm³ K)} .$$

The chip has a volume of 0.0125 cm³, so its two-level systems take up 2.52 nJ per kelvin of a small step. The three times compare as follows:

| $t$ | $L$ | $C$ in µJ/(cm³ K) | exponent |
|---|---|---|---|
| 1 ms | 9.18 | 0.115 | 1.33 |
| 1 s | 16.08 | 0.202 | 1.19 |
| 100 s | 20.69 | 0.259 | 1.15 |

At 1 ms, "nearly linear" is a generous description. The heat capacity more than doubles between 1 ms and 100 s at fixed temperature.

The law was tested against the integral over the original variables $\Delta$ and $\lambda$, with the energy of each system differentiated numerically in $T$. At 1 ms the law gives 0.11508 and the integral 0.11506 µJ/(cm³ K). The small excess has the sign expected from the correction in $1/(Rt)$. At 1 s and 100 s the two agree to all five printed decimals.

For a time of 1 s, $C$ is 0.0878 µJ/(cm³ K) at 0.05 K and 0.456 µJ/(cm³ K) at 0.2 K. The ratio is 5.19 for a fourfold temperature, a mean exponent of $\ln5.19/\ln4=1.19$. The sharp-cut count at 0.1 K and 1 s would give 0.194 µJ/(cm³ K), lower by $gB$, or 3.6% of the full result.

### Other heat and other processes

The phonons themselves store heat. One branch has energy density

$$\int_0^\infty\frac{\omega^2}{2\pi^2v^3}\,\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}\,d\omega=\frac{\pi^2(kT)^4}{30\hbar^3v^3},$$

because $\int_0^\infty y^3dy/(e^y-1)=\pi^4/15$. Differentiation and the sum over branches give

$$C_{\rm ph}=\frac{2\pi^2k^4T^3}{15\hbar^3}\left(\frac1{v_l^3}+\frac2{v_t^3}\right)=0.0017\ \text{µJ/(cm³ K)} .$$

This is 0.84% of the two-level part at 0.1 K and 1 s. It grows faster with temperature.

The step must spread through the chip before $t$. With one face held at the raised temperature and the other insulated, the slowest temperature profile is a quarter wave across the thickness $d$, which decays in $4d^2C/(\pi^2\kappa)$. A rough thermal conductivity $\kappa=3\times10^{-4}$ W/(m K), with $C$ taken at 1 s, gives 68 µs. This is four times the diffusion time $d^2C/(\pi^2\kappa)=17$ µs in the output, which applies when heat is deposited at one face and none then crosses either face. Both are rough, because the phonon mean free path implied by this $\kappa$ is about 0.13 mm, a quarter of the thickness. Both are also overestimates, since $C$ at such short times is smaller than at 1 s. These times treat $C$ as a constant. Because slow systems keep absorbing heat, the lag does not die out exponentially. With one face held, the uptake falls short of the ideal step by about 10% at 100 µs and 3% at 300 µs, and at later times by the fraction $2d^2B/(3\kappa t)$, which is 0.7% at 1 ms. The chip could therefore not be used to follow roughly the first few hundred microseconds. Thermal resistance at the contact, which is not included here, lengthens this interval.

The energy with the largest thermal weight satisfies $x\tanh x=1$ and is 20.7 µeV. Its fastest relaxation time is 1.25 µs. The corresponding level width $\hbar/\tau_m$ is $2.5\times10^{-5}$ of the splitting, which supports the use of the golden rule. At 100 s the smallest splitting reached at this energy is $E\sqrt{\tau_m/t}=2.3$ neV. The distribution is thus assumed uniform over nearly four decades of $\Delta_0$.

Three further processes can be sized.

**Dressing by phonons.** The two wells displace each mode by different amounts. In units that make the overlap of the displaced ground states $e^{-s^2/2}$, the difference is $s=2\gamma q\sqrt{\hbar/(2\rho V\omega)}/(\hbar\omega)$. At finite temperature the exponent is multiplied by $2n+1$, so its thermal part is $\sum s^2n$. With $\int_0^\infty\omega n\,d\omega=\pi^2(kT)^2/(6\hbar^2)$, the mode sum is

$$\sum_\alpha\frac{\gamma_\alpha^2(kT)^2}{6\rho\hbar^3v_\alpha^5}=3.9\times10^{-6}.$$

Thermal phonons hardly alter the tunnelling through this coupling. The zero-point part is regarded as already contained in $\Delta_0$.

**Interaction between systems.** The strain field of one system shifts another at distance $r$ by roughly $\gamma^2/(\rho v^2r^3)$. Per unit of $\lambda$ there are about $PkT$ thermal systems per volume, so $r^{-3}\sim PkT$. The shift relative to $kT$ is then $P\gamma^2/(\rho v^2)=2.8\times10^{-4}$ for the stronger branch. Counting the ten or so units of $\lambda$ that take part raises this to a few parts in a thousand, still small.

**Thermal activation.** Take $\nu=10^{13}$ rad/s as a rough angular frequency of vibration in one well. Used as the attempt rate it is too high by about $2\pi$, which matters little inside a logarithm. A barrier crossed in 100 s is then at most about $kT\ln(\nu t)=0.30$ meV. The corresponding vibrational quantum $\hbar\nu$ is 6.6 meV. A barrier that separates two localized ground states must be at least comparable with that quantum, so activation is frozen out here. By this estimate $kT\ln(\nu t)$ reaches $\hbar\nu$ at about 2 K, so activation must be reconsidered from there upward.

### A heat pulse in place of a held step

In a heat-pulse measurement a heat $Q$ per volume is deposited at time zero, and the phonon temperature then falls as slow systems absorb energy. In linear response each small change of temperature starts its own step response:

$$Q=C_{\rm ph}\,\delta T(t)+\int_{0^-}^tC(t-t')\,\frac{d\,\delta T}{dt'}\,dt' .$$

The lower limit includes the initial jump. If the heat enters the phonons at once and evenly, this jump is $Q/C_{\rm ph}$, in the example about 120 times the rise that remains at 1 s. The linear equation describes the first instants only if this jump, too, is small compared with $T$. The late temperature is far less demanding, because the fast systems soon take up the excess. If the phonons keep a thermal distribution, a pulse that leaves a rise of about 1 mK at 1 s starts with a jump of about 55 mK, yet $Q/\delta T$ at 1 s differs from the linear result by only 0.6%, which is the growth of $C$ over half the rise. For $t\gg\tau_*$ it is the remaining rise that must be small compared with $T$. The Laplace transform of $B\ln(t/\tau_*)$ is $(B/s)[-\ln(s\tau_*)-g]$. The logarithmic law holds only at times long compared with $\tau_*$, so its transform may be used only for $s\tau_*\ll1$. This suffices for the response at $t\gg\tau_*$, where $s$ of order $1/t$ matters. In this range the transformed temperature is

$$\widetilde{\delta T}(s)=\frac{Q}{sB\,[\ell-\ln(st)]},\qquad \ell=L-g+\frac{C_{\rm ph}}{B},$$

where $t$ is the fixed time of observation. Expand in $1/\ell$. The inverse transform of $s^{\epsilon-1}$ is $t^{-\epsilon}/\Gamma(1-\epsilon)$, and

$$\frac1{\Gamma(1-\epsilon)}=1-g\epsilon+\frac12\left(g^2-\frac{\pi^2}{6}\right)\epsilon^2+\dots$$

Hence $\ln(st)/s$ and $\ln^2(st)/s$ become $-g$ and $g^2-\pi^2/6$ at time $t$. With $M=\ell+g=L+C_{\rm ph}/B$,

$$\delta T=\frac QB\left[\frac1\ell-\frac g{\ell^2}+\frac{g^2-\pi^2/6}{\ell^3}+\dots\right]\approx\frac{Q}{BM}\left(1-\frac{\pi^2}{6M^2}\right).$$

The held step, with the phonons included, has the heat capacity $BM=C+C_{\rm ph}$. The apparent heat capacity $Q/\delta T$ exceeds this sum by the fraction $\pi^2/(6M^2)$, to leading order in $1/M$. The phonons were hotter earlier, and the slow systems took up heat accordingly.

For a simplified glass whose systems all have the energy 20.7 µeV, a numerical inversion at 1 s gives an excess of 0.73%. The leading estimate for the same case is 0.67%. The difference is consistent with further terms in the inverse logarithm.

### Silica chips as they are

The measured heat capacity of vitreous silica near 0.1 K is of the order of 0.1 µJ/(cm³ K) and rises somewhat faster than linearly, so the example lies in the right range. This does not identify the cause of the measured exponent, since a density of systems that rises with energy would also increase it. None of its parameters is chosen far from typical, but $P$ is rough, and $C$ is proportional to it. One assumption that can fail in devices is that of bulk phonons. In the example the longitudinal wavelength at 20.7 µeV is 1.2 µm, far below the thickness of 500 µm. A deposited oxide film may be much thinner than this wavelength, and its phonons then depend on the film and on what supports it. If that changed all rates by a common factor of ten, $L$ would shift by 2.3, which is 14% of $C$ at 1 s. The local exponent $1+3/L$ at 1 s would move from 1.19 to 1.16 for faster rates, or to 1.22 for slower ones. If the thermal rate scale varied as a power of $T$ other than the third, that power would replace the 3. Metal layers on the chip add heat capacity of their own, which is not included here.

The intermediate values and the remaining figures are in the numerical output below.

## Computed values

```
INPUTS (rough values for vitreous silica)
mass density = 2200 kg/m^3
sound speeds, long. and transv. = 5800, 3800 m/s
couplings, long. and transv. = 1.00, 0.65 eV
TLS density P = 8.00e+44 1/(J m^3)
temperature = 0.10 K
chip thickness = 0.50 mm
chip volume = 0.0125 cm^3
rough thermal conductivity = 3.0e-04 W/(m K)
rough attempt rate = 1.0e+13 1/s
INTERMEDIATE VALUES
rate coefficient A = 1.8300e+76 1/(J^3 s)
thermal energy 2kT = 17.235 ueV
A(2kT)^3 = 3.8529e+05 1/s
Euler constant g = 0.57722
constant K = 1.25786
mean of ln x = 0.35282
tau_star = 0.1036 us
C per unit ln t = 0.01254 uJ/(cm^3 K)
C per decade of time = 0.02888 uJ/(cm^3 K)
RESULTS: time, ln(t/tau_star), C law, C direct, exponent, chip
t = 0.001 s: 9.175; 0.11508 and 0.11506 uJ/(cm^3 K); 1.3270; 1.438 nJ/K
t = 1 s: 16.083; 0.20172 and 0.20172 uJ/(cm^3 K); 1.1865; 2.521 nJ/K
t = 100 s: 20.688; 0.25948 and 0.25948 uJ/(cm^3 K); 1.1450; 3.243 nJ/K
C at 0.05 K and 1 s = 0.08782 uJ/(cm^3 K)
C at 0.20 K and 1 s = 0.45560 uJ/(cm^3 K)
C at 1 s with sharp cut = 0.19448 uJ/(cm^3 K)
TESTS
box-sum rate / formula rate = 0.99856
F(1000) by quadrature = 8.870765
sharp-cut count at a = 1000: 8.293549
numerical exponent at 1 s = 1.18653
exponent with T^3 rate scaling removed = 1.00000
smallest splitting in saturation test = 1e-03 x 2kT
saturated C, direct = 0.19952 uJ/(cm^3 K)
saturated C, formula = 0.19952 uJ/(cm^3 K)
NEGLECTED EFFECTS
Debye phonon C = 0.001695 uJ/(cm^3 K)
phonon C / TLS C at 1 s = 0.840 %
energy of largest thermal weight = 20.68 ueV
fastest relaxation time there = 1.253 us
smallest splitting reached in 100 s = 2.314 neV
heat diffusion time through chip = 17.0 us
longitudinal phonon wavelength = 1.160 um
level width / splitting = 2.54e-05
thermal phonon dressing exponent = 3.85e-06
TLS interaction energy / kT = 2.77e-04
barrier crossed thermally in 100 s = 0.298 meV
well quantum = 6.58 meV
pulse C above step C at 1 s = 0.731 %
leading estimate of that excess = 0.668 %
```
